# Talman's FFT method for spherical Bessel transforms and its errors, part 2

We seek the errors of an FFT method for the spherical Bessel transform $g(k)=\int_0^\infty j_l(kr)\,f(r)\,r^2\,dr$, in Hartree atomic units ($r$ in bohr, $k$ in bohr$^{-1}$).

With $\rho=\ln r$, $\kappa=\ln k$ and bias $q$, set $a=r^{3-q}f$ and $b=k^qg$. The grids are $\rho_n=\rho_0+n\Delta$, $\kappa_j=\kappa_0+j\Delta$, with $n,j=0,\dots,N-1$ and $N$ even. Further, $a_n=a(\rho_n)$, $L=N\Delta$, $T=\pi/\Delta$, $t_m=2\pi m/L$, $r_0=e^{\rho_0}$, $x_0=\rho_0+\kappa_0$; the natural window has $x_0\approx-L$.

With $\hat a(t)=\int a\,e^{-it\rho}d\rho$, the exact transform for $-l<q<3+l$ is

$$b(\kappa)=\frac{1}{2\pi}\int_{-\infty}^{\infty}\hat a(t)\,M_l(q+it)\,e^{-it\kappa}\,dt. \tag{6}$$

Here $M_l$ is the Mellin transform of $j_l$, that is, the spectrum of the kernel $K(x)=e^{qx}j_l(e^x)$:

$$M_l(s)=\sqrt\pi\;2^{\,s-2}\;\frac{\Gamma\big(\frac{l+s}{2}\big)}{\Gamma\big(\frac{3+l-s}{2}\big)}. \tag{7}$$

It has poles at $s=-l,-l-2,\dots$. At large $t>0$, with $\alpha=q-\frac32$,

$$|M_l(q+it)|\approx\sqrt{\frac\pi2}\;t^{\alpha},\qquad \phi(t)=\arg M_l\approx t\ln t-t+\frac\pi2\Big(l+\frac12\Big),\qquad \phi'\approx\ln t. \tag{10}$$

The algorithm computes

$$\tilde b_j={\sum_m}'c_m\,u_m\,e^{-2\pi imj/N},\qquad u_m=M_l(q+it_m)\,e^{-it_mx_0},\qquad \tilde g(k_j)=k_j^{-q}\,\tilde b_j, \tag{13}$$

where $c_m=\frac1N\sum_na_ne^{-2\pi imn/N}$ and the prime halves the terms $m=\pm N/2$. The low-ringing offset

$$x_0=\frac{\phi(T)}{T}+(\text{integer})\cdot\Delta \tag{14}$$

makes $u_N=M_l(q+iT)e^{-iTx_0}$ real; the worst offset, $\Delta/2$ further, makes it imaginary.

At small $r$, $f=f_0r^l+f_1r^{l+1}+\dots$. At small $k$, $g\approx Ak^l$ with $A=\int_0^\infty r^{l+2}f\,dr/(2l+1)!!$; at large $k$, $g\approx Bk^{-n}$ with $n=4+l$, $B=f_1M_l(4+l)$. For $-l-2<q<-l$, (6) returns $g-Ak^l$ in place of $g$. For a wave number $K$,

$$\int_0^R j_l(Kr)\,r^{l+2}dr=\frac{R^{l+2}j_{l+1}(KR)}{K}. \tag{4}$$

Tests are assertions in the numerical check. They use hydrogen 1s, $f=2e^{-r}$, $g=4/(1+k^2)^2$, and 2p, $f=re^{-r/2}/(2\sqrt6)$. The "grid of part 13" has $r_0=10^{-4}$ bohr, $N=256$, $e^L=10^6$ and the low-ringing offset.

## 7. An exact form of the computed result

Define $S(t)=\Delta\sum_{n=0}^{N-1}a_ne^{-it\rho_n}$. Then $c_m=e^{it_m\rho_0}S(t_m)/L$, and (13) reads

$$\tilde b_j=\frac1L{\sum_m}'S(t_m)\,M_l(q+it_m)\,e^{-it_m\kappa_j}.$$

Compared with (6), three things have changed: $\hat a$ is replaced by $S$, the band is cut at $\pm T$, and the integral is replaced by a sum with spacing $2\pi/L$. The last change is described by the Poisson summation formula. Let $G(t)$ be smooth on $[-T,T]$ and zero outside. The function $H(t)=\sum_{m\in\mathbb Z}G(t+t_m)$ has period $2\pi/L$ and Fourier coefficients $\frac{L}{2\pi}\int G(t)e^{-itpL}dt$ for the modes $e^{itpL}$. It is piecewise smooth, so its Fourier series, summed symmetrically in $p$, converges at $t=0$ to the mean of the two one-sided limits, which is the primed sum. With $G=SM_le^{-it\kappa_j}$,

$$\tilde b_j=\sum_{p=-\infty}^{\infty}b_T(\kappa_j+pL),\qquad b_T(\kappa)=\frac1{2\pi}\int_{-T}^{T}S(t)\,M_l(q+it)\,e^{-it\kappa}dt. \tag{15}$$

This is exact for any $q$ that avoids a pole. The terms $p\ne0$ are range aliasing. The samples missing from $S$ cause edge ringing. The sharp ends of the integral cause Nyquist ringing. The difference between the complete sum and $\hat a$, together with the discarded part $|t|>T$, is step aliasing. The bias enters the first two exponentially in $L$: the lower images fall as $q$ grows, while the upper image and the edge ringing grow. The other two are controlled mainly through $x_0$ and $\Delta$, although the size of the Nyquist ringing in $g$ also depends on $q$ through the height of the edge and the factor $k^{-q}$.

## 8. Range aliasing

Suppose first that $b_T=b$, so that sampling, band limit and truncation are harmless. Dividing (15) by $k^q$ and using $b(\kappa+pL)=k^qe^{pqL}g(ke^{pL})$,

$$\tilde g(k)=\sum_pe^{pqL}\,g(ke^{pL}). \tag{16}$$

For $k$ inside the window, $ke^{-L}$ lies below it, where $g\approx Ak^l$. The images with $p\le-1$ then form a geometric series,

$$\delta g_{\rm low}=Ak^l\sum_{p\ge1}e^{-p(q+l)L}=\frac{Ak^l}{e^{(q+l)L}-1}, \tag{17}$$

to leading order in $ke^{-L}$ measured against the inverse size of the orbital. For $l=0$ it is a constant floor, which ruins the relative accuracy where $g$ has fallen below it. It shrinks as $q$ grows. Formula (17) also holds on the other side of the pole. For $-l-2<q<-l$ the function being periodized is $g-Ak^l$, its upper images sum to $-Ak^le^{(q+l)L}/(1-e^{(q+l)L})$, and together with the missing $-Ak^l$ the error is $-Ak^l/(1-e^{(q+l)L})$, the same expression. This requires that the lower images of $g-Ak^l$ be negligible. Their size relative to $Ak^l$ is of order $k^2e^{-(q+l+2)L}$, with $k$ measured in units of the inverse size of the orbital, so the formula fails at large $k$ when $q$ approaches $-l-2$. Equation (17) is tested to 1% of itself for $10<k<100$ with the 1s orbital at $q=0.5,1,1.5$ and with the 2p orbital at $q=0.5$.

The images with $p\ge1$ sample the tail $Bk^{-n}$, and the first dominates:

$$\delta g_{\rm up}=Bk^{-n}e^{-(n-q)L}. \tag{18}$$

It grows with $q$ and is largest at small $k$. It is visible only if the input is untruncated. This can be arranged by folding: replace $a_n$ by $\sum_{p\ge0}a(\rho_n-pL)$. Because $e^{it_mpL}=1$, the values $S(t_m)$ then contain all samples down to $r=0$, and only these values enter (13). Equation (18) is tested with folded 1s input at $q=1.9$ for $k<0.05$, to 1% of itself.

## 9. Edge ringing

Without folding, $S$ lacks the samples $n<0$. There $a\approx f_0e^{(3+l-q)\rho}$, if $r_0$ is small against the size of the orbital. With $z=3+l-q-it$ and $\operatorname{Re}z>0$ the missing part of $S$ is a geometric series:

$$f_0\Delta\sum_{n\ge1}e^{z(\rho_0-n\Delta)}=\frac{f_0\Delta\,e^{z\rho_0}}{e^{z\Delta}-1}=\frac{f_0\,e^{z\ln R_0}}{z}\cdot\frac{z\Delta/2}{\sinh(z\Delta/2)},\qquad R_0=r_0e^{-\Delta/2}. \tag{19}$$

The second form follows from $e^{z\Delta}-1=2e^{z\Delta/2}\sinh(z\Delta/2)$. The first factor is $\int_{-\infty}^{\ln R_0}f_0e^{z\rho}d\rho$, the spectrum of the piece of $a$ below $R_0$. The truncation acts as a sharp edge half a step below the first point, up to a sampling factor that tends to 1 for $|z|\Delta\ll1$. By (4) the input actually transformed has

$$g_{\rm in}(K)=g(K)-\frac{f_0R_0^{\,l+2}j_{l+1}(KR_0)}{K}, \tag{20}$$

and $g_{\rm in}$ takes the place of $g$ in (16).

The images must be sorted by the argument $KR_0$ with $K=ke^{pL}$. The spectrum (19) times $M_le^{-it\ln K}$ has the phase $t\ln t-t-t\ln(KR_0)$, which is stationary at $t=KR_0$. The oscillating part of the edge term is therefore present for $KR_0<T$ and dies out above $T$. Since the curvature of the phase is $1/t$, the transition has a relative width of order $T^{-1/2}$ and is followed by the tails of part 11. In the natural window the terms $p\le0$ have $KR_0\lesssim1$ and do not oscillate; the $p=0$ term is $-f_0R_0^{2l+3}k^l/(2l+3)!!$, the plain loss of the inner sphere, independent of $q$. The terms $p\ge2$ have $KR_0\gtrsim e^L$, outside the band if $e^L\gg T$. The term $p=1$ has $x=kR_0e^L$ running from about 1 upward and survives until $x\approx T$:

$$\delta g_{\rm ring}=-e^{qL}\frac{f_0R_0^{\,l+2}j_{l+1}(x)}{ke^{L}}\;\approx\;E(k)\cos\Big(x-\frac{l\pi}{2}\Big),\qquad E(k)=\frac{f_0R_0^{\,l+1}e^{(q-2)L}}{k^2}. \tag{21}$$

The last form holds for $x\gg(l+1)(l+2)/2$, since the next term of $j_{l+1}$ is of relative size $(l+1)(l+2)/(2x)$ (for $l=0$ it is the $\sin x/x$ below), and uses $-\sin(\theta-\frac\pi2)=\cos\theta$ and $x\,ke^L=k^2e^{2L}R_0$. For $l=0$ the exact ratio is $\delta g_{\rm ring}/E=-xj_1(x)=\cos x-\sin x/x$. The period in $k$ is $2\pi/(R_0e^L)$: the periodic continuation of $a$ repeats the inner edge at the outer end of the grid, and in terms of $f$ its height there is $f_0R_0^{\,l}e^{-(3-q)L}$. The envelope grows as $e^{qL}$, while (17) falls as $e^{-qL}$.

This term replaces the image (18), because the truncated function no longer contains the origin. For $l=0$ the next term of the lost piece is

$$-f_1\int_0^{R_0}r^3j_0(Kr)\,dr=-f_1\Big[-\frac{R_0^2\cos x}{K^2}+\frac{2R_0\sin x}{K^3}+\frac{2(\cos x-1)}{K^4}\Big],\qquad x=KR_0,$$

as differentiation with respect to $R_0$ confirms. Its non-oscillating part $2f_1/K^4$ cancels $BK^{-4}$, since $B=f_1M_0(4)=-2f_1$. The oscillating parts are smaller than the leading edge term by a factor of order $R_0|f_1/f_0|$ for $x\gtrsim1$.

The sampling factor is $1-z^2\Delta^2/24+\dots$. A factor $z$ in (19) is a derivative with respect to $\ln R_0$, so the first correction to $\delta g$ is $+\frac{\Delta^2}{24}\,\partial^2_{\ln R_0}$ applied to the lost piece. For $l=0$ the first derivative of $f_0\int_0^Rj_0(Kr)r^2dr$ is $f_0R^3j_0(x)$, the second is $f_0R^3(3j_0-xj_1)$ by $j_0'=-j_1$, and relative to the envelope $f_0R/K^2$ this is $x^2(3j_0-xj_1)=2x\sin x+x^2\cos x$. Thus

$$\frac{\delta g_{\rm ring}}{E}=\cos x-\frac{\sin x}{x}+\frac{\Delta^2}{24}\big(2x\sin x+x^2\cos x\big)+\dots\qquad(l=0). \tag{22}$$

For $x\gg1$ the stationary point $t=x$ selects $z\approx-ix$, and $\sinh(-iy)=-i\sin y$ gives the resummed enhancement $(x\Delta/2)/\sin(x\Delta/2)$, which formally tends to $\pi/2$ as $x\to T$; within the transition region around the band edge the stationary-point argument no longer applies.

Three tests cover this part, all for the 1s orbital on the grid of part 13 and all after subtraction of the images $p\le0$. For $x\le10$ and $q=0.5,1,1.5,1.9$, the first form of (21) holds to 2.5% of $E$. For $15<x<30$ at $q=1.5$ the largest residual is $0.014\,E$ with the enhancement and $0.077\,E$ without it. For $3T<x<10T$ the remaining error is $1.7\times10^{-3}E$, so the ringing has died out well beyond the band edge; the transition region between is not covered by the tests.

If $f$ is not negligible at the outer edge $R_1=R_0e^L$, the lost outer piece gives, by one integration by parts with the large-argument form of $j_l$, $\delta g\approx-f(R_1)R_1\cos(kR_1-\frac{l\pi}2)/k^2$, independent of $q$. This holds for $k$ inside the band that is large against both $1/R_1$ and the decay rate $|f'/f|$ at $R_1$, because the next integration by parts brings a factor of order $|f'/f|/k$. For an exponentially decaying orbital it therefore does not apply at small $k$. Writing $f(R_1)R_1=a_{\rm top}R_1^{q-2}$ and $f_0R_0^{l+1}e^{(q-2)L}=a_{\rm bottom}R_1^{q-2}$, the two terms combine to $(a_{\rm bottom}-a_{\rm top})R_1^{q-2}\cos(kR_1-\frac{l\pi}2)/k^2$. In this range of $k$ the leading ringing measures the jump of the periodically continued $a$, and a bias that matches the two ends removes this leading term. This case is derived here and is not among the tests.

## 10. The balance and the best bias

Take $l=0$, an input that vanishes at the outer edge, and ask for the smallest absolute error of $g$ on $k\ge k_{\rm lo}$, with $1<k_{\rm lo}R_0e^L<T$ and $qL\gg1$. The sum of (17) and the envelope at $k_{\rm lo}$ is

$$\mathcal E(q)=Pe^{-qL}+Qe^{qL},\qquad P=g(0),\qquad Q=\frac{f_0R_0e^{-2L}}{k_{\rm lo}^2}.$$

Setting $d\mathcal E/dq=0$ gives $e^{2qL}=P/Q$, where the two terms are equal:

$$q^*=1+\frac{1}{2L}\ln\frac{g(0)\,k_{\rm lo}^2}{f_0R_0},\qquad \mathcal E(q^*)=2\sqrt{PQ}=\frac{2e^{-L}}{k_{\rm lo}}\sqrt{g(0)f_0R_0}. \tag{23}$$

The product $PQ$ does not contain $q$. The bias shifts error from one term to the other. The minimum itself is lowered by a longer range, by a smaller $r_0$ at fixed $L$, by a repair of the edge, or by subtracting the leading floor (17), whose coefficient $A$ is a simple integral over $f$. $\mathcal E$ uses the envelope, which the oscillation need not reach at $k_{\rm lo}$. If the largest positive value of $\delta g_{\rm ring}$ on $k\ge k_{\rm lo}$ is $\gamma E(k_{\rm lo})$, then $Q\to\gamma Q$, the best bias moves up by $\ln(1/\gamma)/(2L)$ and the minimum is multiplied by $\sqrt\gamma$. This assumes that $g(0)$ and $f_0$ have the same sign, so that positive ringing adds to the floor, and that the most negative value of $\delta g_{\rm ring}$ on $k\ge k_{\rm lo}$ does not exceed $3\gamma E(k_{\rm lo})$ in magnitude. At the balance the floor is $\gamma E(k_{\rm lo})$, and a negative swing of that size gives the same total error $2\gamma E(k_{\rm lo})$. The second condition fails when $k_{\rm lo}R_0e^L$ is below about 3.3, where the ringing starts with a strongly negative stretch. Equation (23) is a scale and not a bound. Near $k_{\rm lo}R_0e^L\approx1$ the ringing stays well below its envelope and (23) overestimates the attainable error severalfold (by a factor of about 4 at 1.2 on the grid of part 13, where the best bias lies 0.06 above $q^*$). Near $T$ it omits the sampling enhancement of part 9, which can lift the error slightly above (23), and the cutoff at the band edge, which lowers it. These two ends of the range are not among the tests. If relative accuracy is wanted at large $k$, where $g$ is small, the floor must be pushed further down than (23) does. Since (17) matters at large $k$ and (21) dies out above $k\approx T/(R_0e^L)$, two transforms, with a small bias for low $k$ and a larger one for high $k$, extend the range of good relative accuracy. They do not extend it to the top of the window, where $g$ falls below the remaining errors.

## 11. Nyquist ringing

Feed a unit impulse $a_n=\delta_{n0}$ into (13). Then $S=\Delta e^{-it\rho_0}$ and the output is the discrete kernel

$$w_j=\sum_pw_T(x_j+pL),\qquad w_T(x)=\frac{\Delta}{2\pi}\int_{-T}^{T}e^{\psi(t)}dt,\qquad \psi=\ln M_l(q+it)-itx,\qquad x_j=x_0+j\Delta.$$

Let $D=\ln T-x$. In the variable $s=q+it$ the integrand is $e^{qx}M_l(s)e^{-sx}$ on a vertical segment. For $D<0$ replace the segment by two horizontal legs at $\operatorname{Im}s=\pm T$ running to the right and a vertical piece at $\operatorname{Re}s=c\approx e^x$. No pole is crossed. By (10), $d\psi/ds=\psi'/i\approx D$, so the integrand decays along the legs as $e^{D(\operatorname{Re}s-q)}$. On the far piece Stirling's formula gives $\Gamma(c)e^{-cx}\sim e^{-c}$, against a growth of at most $e^{\pi T/2}$, which is negligible for $e^x\gg T$. For $D>0$ the legs run to the left, the integrand decays again, and the residues at $s=-l,-l-2,\dots$ sum to the power series of $\Delta\,K(x)$. In both cases the band cut adds the contributions of the starting points of the legs. Two integrations by parts, each using $e^\psi=(e^\psi)'/\psi'$, give

$$\int e^\psi dt=\frac{e^\psi}{\psi'}+\int\frac{e^\psi\psi''}{\psi'^2}dt=e^\psi\Big[\frac1{\psi'}+\frac{\psi''}{\psi'^3}\Big]-\int e^\psi\Big(\frac{\psi''}{\psi'^3}\Big)'dt.$$

Because $\psi(-t)=\overline{\psi(t)}$, one has $\psi'(-t)=-\overline{\psi'(t)}$ and $\psi''(-t)=\overline{\psi''(t)}$, so the lower end, which enters with a minus sign, is the complex conjugate of the upper end. At $t=T$, (10) gives $\psi'=iD+\alpha/T$ and $\psi''=i/T$ to leading order, and $e^{\psi(T)}=u_N(-1)^j$. Expanding for $T|D|\gg1$ and $TD^2\gg1$,

$$\frac1{\psi'}=-\frac iD+\frac{\alpha}{TD^2}+\dots,\qquad \frac{\psi''}{\psi'^3}=\frac{i/T}{-iD^3}=-\frac1{TD^3},$$

and with $\operatorname{Re}(-iu_N)=\operatorname{Im}u_N$ the end contribution is

$$w_T^{\rm end}=\frac\Delta\pi(-1)^j\Big[\frac{\operatorname{Im}u_N}{D}+\operatorname{Re}u_N\Big(\frac{q-\frac32}{TD^2}-\frac1{TD^3}\Big)\Big]. \tag{24}$$

The images have $D_p=D-pL$ and, $N$ being even, the same sign $(-1)^j$. The symmetric sum $\sum_p1/(D-pL)=\frac\pi L\cot\frac{\pi D}{L}$ is the partial-fraction expansion of the cotangent. For a generic offset, and for the low-ringing offset, the tails are

$$w_j\approx\frac\Delta L(-1)^j\operatorname{Im}u_N\cot\frac{\pi D}{L},\qquad w_j\approx\frac\Delta\pi(-1)^j\operatorname{Re}u_N\sum_p\Big[\frac{q-\frac32}{TD_p^2}-\frac1{TD_p^3}\Big]. \tag{25}$$

The discrete spectrum $u_m$ is periodic in $m$, and it jumps from $u_N$ to $\bar u_N$ where the band wraps around. The jump produces the $1/D$ tail, the offset (14) closes it, a remaining kink from the slope of $|M_l|$ produces $1/D^2$, and at $q=\frac32$ only $1/D^3$ is left. These tails alternate from point to point and reach every $k$. They act on the Nyquist content of the input, which for a smooth orbital comes from the edge.

The tests use $l=0$, $\Delta=0.05$, $N=800$, hence $L=40$ and $T=62.832$, and require 1% agreement with (25) for $-10<D<-5$. At the worst offset with $q=1.5$ and $D=-6.988$, the magnitude is $\frac1{800}\times1.2533\times|\cot(0.5488)|=1.5666\times10^{-3}\times1.6354=2.562\times10^{-3}$, and the computed value is $-2.5622\times10^{-3}$. At the low-ringing offset and $D=-7.013$ the computed value is $9.144\times10^{-7}$, about 2800 times smaller; the $p=0$ term alone is $(0.05/\pi)(1.2533)/(62.832\times344.9)=9.20\times10^{-7}$, and the images lower it to the printed prediction $9.1439\times10^{-7}$. At $q=1.0$ computed and predicted values are $-3.3567\times10^{-7}$ and $-3.3566\times10^{-7}$.

Range aliasing, edge ringing and Nyquist ringing now have explicit formulas, and the bias that balances the first two is known. Step aliasing remains, followed by a worked example with hydrogen orbitals.
